Does the RPA total energy contain the self-consistent Hartree-Fock energy?

**Q:** I read an RPA total energy as the self-consistent Hartree-Fock energy plus the RPA correlation energy. For helium I would run Hartree-Fock, take the RPA correlation energy from a PBE calculation, and add the two. Is that the standard RPA energy?

**A:** No. In the standard scheme a Kohn-Sham calculation is done first, and both terms are then evaluated once on its output:

E_RPA = E_HF[φ_KS] + E_c[φ_KS, ε_KS].

The first term is the Hartree-Fock energy functional, but its argument is the set of occupied Kohn-Sham orbitals. Your sum replaces it by the minimum of that functional. The two differ by

D = E_HF[φ_KS] − E_HF^SCF.

**Q:** Why should the Hartree-Fock functional appear at all, if the orbitals come from PBE?

**A:** It is the part of the adiabatic connection that contains no correlation. I use hartree units. Take a density n and a family of Hamiltonians

H_λ = T + λV_ee + Σ_k v_λ(r_k), 0 ≤ λ ≤ 1,

where v_λ is chosen so that the ground state Ψ_λ has the same density n for every λ. I assume that such potentials exist and that the ground state changes smoothly. At λ = 0 the electrons do not interact, v_0 is the Kohn-Sham potential, and Ψ_0 is the Kohn-Sham determinant Φ.

Because Ψ_λ is a normalized eigenstate, its own change does not contribute to dE_λ/dλ. Only the explicit change of H_λ does:

dE_λ/dλ = W(λ) + ∫ n (dv_λ/dλ) dr, W(λ) = ⟨Ψ_λ|V_ee|Ψ_λ⟩.

Integrate from 0 to 1, and use E_0 = T_s + ∫n v_0 dr, where T_s is the kinetic energy of Φ:

E_1 = T_s + ∫n v_1 dr + ∫₀¹ W(λ)dλ.

If n is the PBE density, v_1 need not be the true nuclear potential v_ext. So subtract ∫n v_1 dr and add ∫n v_ext dr. This gives the energy functional of the real system at density n:

E[n] = T_s + ∫n v_ext dr + ∫₀¹ W(λ)dλ.

Now split W(λ) into W(0) + W_c(λ). Since W(0) = ⟨Φ|V_ee|Φ⟩, the terms without W_c are

T_s + ∫n v_ext dr + ⟨Φ|V_ee|Φ⟩ = ⟨Φ|H|Φ⟩ = E_HF[φ_KS],

where H is the real Hamiltonian. The expectation value of H in a determinant is what the Hartree-Fock functional means. Nothing here has minimized it.

**Q:** What does it look like for helium?

**A:** Both electrons occupy one real orbital φ_1 with opposite spins. Write h for the one-electron operator (kinetic energy plus nuclear attraction), and

(pq|rs) = ∬ φ_p(r)φ_q(r) φ_r(r′)φ_s(r′)/|r − r′| dr dr′.

Then

E_HF[φ_1] = 2h_11 + (11|11).

The density is n = 2φ_1², so the Hartree energy is E_H = ½·4·(11|11) = 2(11|11). Exchange removes the self-repulsion, E_x = −(11|11), and the sum is the single repulsion (11|11). The PBE exchange-correlation energy has dropped out. The PBE potential still matters, because it shaped φ_1.

**Q:** And the correlation part?

**A:** It comes from the density response. The operator V_ee is half the Coulomb-weighted product of density operators at r and r′, minus a self-term that depends on n alone. At fixed n, W_c(λ) therefore contains only the change in density fluctuations. With ρ_m(r) the matrix element of the density operator between the ground state and excited state m, and v = 1/|r − r′|,

W_c(λ) = ½ ∬ v [S_λ(r,r′) − S_0(r,r′)] dr dr′, S = Σ_m ρ_m(r)ρ_m(r′).

First-order perturbation theory gives the response at frequency ω as Σ_m ρ_mρ_m′[1/(ω − ω_m) − 1/(ω + ω_m)], where ω_m is the excitation energy. The bracket is 2ω_m/(ω² − ω_m²). At ω = iu,

χ(iu) = −Σ_m ρ_mρ_m′ · 2ω_m/(ω_m² + u²).

Since ∫₀^∞ 2ω_m/(ω_m² + u²) du = π, we have S = −(1/π)∫₀^∞ χ(iu)du. Hence

W_c(λ) = −(1/2π) ∫₀^∞ Tr[v(χ_λ − χ_0)] du.

So far this is no approximation to the correlation. Direct RPA now lets the electrons respond to the external field plus the induced Hartree field, with no exchange in the kernel:

χ_λ = χ_0 + λχ_0vχ_λ, so χ_λ = (1 − λχ_0v)⁻¹χ_0.

With X = χ_0v, cyclic order in the trace gives Tr[vχ_λ] = Tr[(1 − λX)⁻¹X]. Its λ integral is −Tr ln(1 − X), and therefore

E_c = (1/2π) ∫₀^∞ Tr[ln(1 − X) + X] du.

**Q:** Can that be evaluated without a frequency grid?

**A:** Yes. For helium the independent-electron excitations are 1→a, with Δ_a = ε_a − ε_1. Two spins contribute equally, so

χ_0(iu) = −Σ_a [4Δ_a/(Δ_a² + u²)] φ_1φ_a(r) φ_1φ_a(r′).

Let K_ab = (1a|1b), and let Δ also denote the diagonal matrix of gaps. In the space of transitions, 1 − X becomes 1 + 4(Δ² + u²)⁻¹ΔK. A similarity transformation with Δ^½ leaves the determinant unchanged, so

det(1 − X) = det[u² + Δ² + 4Δ^½KΔ^½] / det[u² + Δ²] = Π (u² + Ω²)/(u² + Δ²),

where Ω² are the eigenvalues of Δ² + 4Δ^½KΔ^½. Two integrals finish the job:

∫₀^∞ ln[(u² + Ω²)/(u² + Δ²)] du = π(Ω − Δ),

∫₀^∞ Tr X du = −4 Σ_a Δ_aK_aa · π/(2Δ_a) = −2π Tr K.

The first follows by differentiating with respect to Ω, which gives π, and noting that the integral vanishes at Ω = Δ. Dividing by 2π,

E_c = ½ Σ(Ω − Δ) − Tr K.

With PBE input this formula gives −0.080939 Ha, and direct quadrature over λ and u gives the same printed value.

**Q:** Back to the first term. Could the PBE orbital make E_HF lower than the Hartree-Fock result?

**A:** Not in the same basis. Self-consistent Hartree-Fock, when it has found the global minimum, gives the lowest ⟨Φ|H|Φ⟩ among closed-shell determinants. The Kohn-Sham determinant is one of the candidates. Thus D ≥ 0, with equality if and only if it is also a minimizer.

**Q:** How large is D for helium?

**A:** In the aug-cc-pVQZ basis,

E_HF[φ_PBE] = −2.859998 Ha,
E_HF^SCF = −2.861522 Ha,
D = −2.859998 + 2.861522 = 0.001524 Ha = 1.52 mHa, or 0.041 eV.

With LDA orbitals D is 2.09 mHa. The PBE value is a small remainder of two larger changes. Going from the Hartree-Fock to the PBE orbital raises the one-electron energy by 13.85 mHa and lowers the repulsion by 12.33 mHa.

**Q:** Why is the remainder so small?

**A:** Because the functional is stationary at its minimum, D is of second order in the orbital error. To see this, start from the Kohn-Sham orbital and mix in virtual orbitals with small real coefficients κ_a:

φ = (φ_1 + Σ_a κ_aφ_a)/√(1 + κ²), κ² = Σ_a κ_a².

To second order, with repeated a and b summed, the one-electron term is

2h_11 + 4κ_ah_1a + 2κ_aκ_bh_ab − 2κ²h_11.

The last piece comes from the normalization, 1/(1 + κ²) ≈ 1 − κ². The repulsion has four orbital factors, so its normalization is 1 − 2κ²:

(11|11) + 4κ_a(11|1a) + κ_aκ_b[2(11|ab) + 4(1a|1b)] − 2κ²(11|11).

The Hartree-Fock operator built from φ_1 has matrix elements

F_pq = h_pq + 2(11|pq) − (1p|1q).

In particular F_1a = h_1a + (11|1a) and F_11 = h_11 + (11|11). The linear terms are therefore 4κ_aF_1a. In the quadratic terms, replace 2h_ab by 2F_ab − 4(11|ab) + 2(1a|1b). The energy change becomes

δE = 4κ·f + 2κ·Mκ,

f_a = F_1a, M_ab = F_ab − F_11δ_ab + 3(1a|1b) − (11|ab).

If M is positive definite, the minimum is at κ = −M⁻¹f, where δE = −4f·M⁻¹f + 2f·M⁻¹f = −2f·M⁻¹f. Descending to the Hartree-Fock minimum removes D, so

D ≈ 2f·M⁻¹f.

For PBE this estimate is 1.519 mHa, against 1.524 mHa from the two energies. For LDA it is 2.072 against 2.090 mHa. The neglected terms are below one per cent of D in both cases.

**Q:** What makes f nonzero?

**A:** The Kohn-Sham orbital obeys (h + v_H + v_xc)φ_1 = ε_1φ_1, where v_H is the Hartree potential of both electrons. A virtual orbital is orthogonal to φ_1, so the Kohn-Sham operator has no matrix element between them. The Hartree-Fock operator differs from it in exchange and correlation. Acting on φ_1, Hartree-Fock exchange gives −½v_Hφ_1, because it cancels the repulsion of the electron with itself. Subtracting the two operators,

f_a = −⟨φ_a|½v_H + v_xc|φ_1⟩.

**Q:** Then a potential v_xc = −½v_H would make my first term correct.

**A:** For helium, yes. For two electrons in one orbital E_x = −½E_H, and differentiating with respect to the density gives v_x = −½v_H. A Kohn-Sham calculation with exact exchange and no correlation then has the same occupied-orbital equation as Hartree-Fock. Started from the PBE density, it reaches D = 0 to the printed precision. If a correlation potential v_c is added to this v_x, then f_a = −⟨φ_a|v_c|φ_1⟩. In a complete basis this vanishes for all a only if v_c is constant wherever φ_1 is nonzero. Otherwise D is positive again.

**Q:** With D = 0, is the RPA energy the same as from a Hartree-Fock start?

**A:** No, because the correlation term differs:

exact-exchange Kohn-Sham start: −2.861522 − 0.080035 = −2.941557 Ha,
Hartree-Fock start: −2.861522 − 0.063921 = −2.925443 Ha.

The difference is 16.1 mHa, although the occupied orbital and its energy are the same. What changes is the operator that determines the virtual orbitals and their energies. Far from the atom, the local potential is −2/r + ½v_H, which tends to −2/r + 1/r = −1/r. A distant Hartree-Fock virtual orbital feels both electrons, −2/r + 2/r = 0, and its exchange with φ_1 fades with their overlap. The lowest gap in this basis is 0.765 Ha in the first case and 1.017 Ha in the second. The first gap reaches a level bound by the −1/r tail. It changes little once the basis is diffuse enough to hold that level: it is 0.768, 0.765 and 0.764 Ha in aug-cc-pVTZ, aug-cc-pVQZ and aug-cc-pV5Z, and 0.760 Ha with still more diffuse s functions. In cc-pVQZ, which has no diffuse functions, the level is not bound and the gap is 0.99 Ha. The second reaches a virtual orbital of positive energy, so it depends on how diffuse the basis is and falls toward −ε_1 = 0.918 Ha as diffuse functions are added. These lowest gaps illustrate the change of operator, but they do not account for the 16.1 mHa. Between virtual orbitals the Hartree-Fock operator exceeds the local one by (11|ab) − (1a|1b), which acts on the whole virtual space. In cc-pVQZ, where neither lowest virtual level is bound, the difference is still 15.9 mHa.

Your description does hold for a Hartree-Fock start: the first term is then the self-consistent energy, and E_c uses Hartree-Fock orbitals and eigenvalues.

**Q:** So what did my original recipe compute?

**A:** It joined two different starting points:

your sum: −2.861522 − 0.080939 = −2.942461 Ha,
standard RPA on PBE: −2.859998 − 0.080939 = −2.940937 Ha.

Yours is lower by D, 1.52 mHa. One may define an energy that way, but it has to be named as a different scheme. Adding E_c to PBE's own total energy, −2.892780 Ha, would be another error: that energy already contains PBE correlation.

**Q:** Is a singles correction meant to repair this?

**A:** It addresses the same defect. Second-order perturbation theory from the Kohn-Sham determinant contains single excitations. Each spin contributes −f_a²/Δ_a, so

E_singles = −2 Σ_a f_a²/Δ_a.

This is −2f·M⁻¹f with M replaced by the bare Kohn-Sham gaps. It lowers the energy but need not equal −D. For PBE it is −1.75 mHa, about 15% larger in size than D. For LDA it is −2.77 mHa, about 33% larger. It is an addition to the standard energy defined above.

**Q:** Since E_HF[φ_KS] lies higher, does the whole RPA energy lie higher with PBE orbitals than with Hartree-Fock orbitals?

**A:** Not here. The PBE start gives −2.9409 Ha and the Hartree-Fock start −2.9254 Ha. The first term is 1.5 mHa higher with PBE, but the correlation energy is 17.0 mHa lower. The inequality D ≥ 0 concerns the first term alone.

**Q:** How does D compare with the error of RPA itself?

**A:** Full configuration interaction in the same basis gives −2.902534 Ha. It treats the correlation of the two electrons fully within that basis, but retains the basis error, a fixed nucleus and no relativity. RPA on PBE lies 38.4 mHa below it, so RPA gives no upper bound, and D is about 4% of that deviation. Getting the first term right does not make the helium total accurate. It makes the number the one that the method defines.

The basis matters less for D than for the correlation energy. From aug-cc-pVTZ to aug-cc-pVQZ, D changes from 1.49 to 1.52 mHa, while the PBE-based correlation energy changes from −76.5 to −80.9 mHa. In aug-cc-pV5Z, D is 1.53 mHa (its two parts 13.92 and 12.38 mHa) and the PBE-based correlation energy is −82.6 mHa. The differences of 16.1 and 17.0 mHa become 16.3 and 17.1 mHa, and the 38.4 mHa deviation grows to 39.5 mHa, of which D is still about 4%. I would quote D as 1.5 mHa, and the RPA totals and their differences as values for this basis, not as converged ones. The program checks the Hartree-Fock functional against a radial quadrature, the closed formula for E_c against quadrature over λ and u with the same χ_0, the positivity of D for LDA and PBE, its second-order estimate (asserted to within 15%, with the closer agreement read from the printed values), and D = 0 for the exact-exchange start. The expression for f_a in terms of v_H and v_xc is derived here but not evaluated, and the singles formula is evaluated but not tested against an independent calculation.

Calculated quantities

```
Helium, aug-cc-pVQZ, basis functions: 46
self-consistent HF energy        -2.861522 Ha
PBE's own total energy           -2.892780 Ha
full CI energy, same basis       -2.902534 Ha
start LDA:
  HF functional                  -2.859432 Ha
  excess D                       2.0896 mHa
  RPA correlation                -0.080775 Ha
  RPA total                      -2.940207 Ha
  lowest orbital gap             0.6255 Ha
start PBE:
  HF functional                  -2.859998 Ha
  excess D                       1.5238 mHa
  RPA correlation                -0.080939 Ha
  RPA total                      -2.940937 Ha
  lowest orbital gap             0.6285 Ha
start EXX-KS:
  HF functional                  -2.861522 Ha
  excess D                       0.0000 mHa
  RPA correlation                -0.080035 Ha
  RPA total                      -2.941557 Ha
  lowest orbital gap             0.7654 Ha
start HF:
  HF functional                  -2.861522 Ha
  excess D                       0.0000 mHa
  RPA correlation                -0.063921 Ha
  RPA total                      -2.925443 Ha
  lowest orbital gap             1.0167 Ha
LDA second-order estimate of D  2.0722 mHa
LDA bare singles correction     -2.7689 mHa
PBE second-order estimate of D  1.5190 mHa
PBE bare singles correction     -1.7461 mHa
PBE excess D in eV               0.04146 eV
one-electron energy, HF orbital  -3.887180 Ha
one-electron energy, PBE orbital -3.873330 Ha
repulsion E_H+E_x, HF orbital    1.025658 Ha
repulsion E_H+E_x, PBE orbital   1.013332 Ha
one-electron part of PBE excess  13.8498 mHa
repulsion part of PBE excess     -12.3260 mHa
mixed sum: SCF HF + RPA corr@PBE -2.942461 Ha
PBE RPA corr. by quadrature      -0.080939 Ha
PBE W_c at full coupling         -0.150943 Ha
aug-cc-pVTZ: PBE excess D        1.4852 mHa
aug-cc-pVTZ: PBE RPA correlation -0.076510 Ha
```
